# Tutorial sheet: the electron scattering factor of an ion and of a neutral cell

## Problem

The algebra is in atomic units (\(\hbar=m=e=4\pi\varepsilon_0=1\)). A fast electron scatters elastically from a static electrostatic potential \(\varphi(\mathbf r)\). Its potential energy is \(-\varphi\), so the first Born amplitude is
\[
f(\mathbf q)=\lim_{\mu\to0^+}\frac{1}{2\pi}\int \varphi(\mathbf r)\,e^{-\mu r}\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r ,\qquad q=4\pi s,\quad s=\frac{\sin\theta}{\lambda},
\]
with \(2\theta\) the scattering angle and the limit taken at fixed \(q>0\). Exchange with the target electrons and polarization of the target are neglected, and the rest mass is used (the relativistic mass would multiply every \(f\) by \(\gamma\)). An ion has nuclear charge \(Z\), net charge \(\Delta Z=Z-N\) and a spherical, exponentially decaying density \(\rho(r)\) of \(N\) electrons. Define \(F(q)=\int\rho\,e^{-i\mathbf q\cdot\mathbf r}d^3r\) and \(M_k=\int\rho\,r^k d^3r\).

(a) Express \(f\) through \(F\) and find its behaviour as \(q\to0\).

(b) Separate the divergent term in the manner of Doyle and Turner, with \(f\) in Å and \(s\) in Å⁻¹, and decide which part a sum of Gaussians in \(s\) can represent. What follows for the sign of \(f\)?

(c) A cell holds frozen spherical ions at \(\mathbf r_j\) with occupancies \(w_j\). Expand its amplitude \(F_c\) at small \(\mathbf q=q\mathbf n\), \(|\mathbf n|=1\). What does neutrality cancel, and what does it leave?

(d) Evaluate (a) and (b) for Cl⁻ at the RHF/aug-cc-pVTZ level. Evaluate (c) for a model rock-salt crystal of these anions and bare \(+1\) point cations, with cube edge \(a=5.0\) Å and \(h=a/2\), using three cells: A, a cation at the origin and an anion at \((h,0,0)\); B, the eight ions at the corners of a cube of edge \(h\); C, a cation at the origin and half an anion at each of \(\pm(h,0,0)\).

## Hints

1. Write \(\varphi\) with the shell theorem and subtract its large-\(r\) form. Only the subtracted piece needs \(\mu\).
2. In the transform of the remainder, exchange the order of the two radial integrals.
3. Use \(0<1-\sin x/x\le x^2/6\) for \(x>0\).
4. In the cell a factor \(q^{-2}\) multiplies the phases, so they must be expanded to second order to get the constant term.

## Solution

### (a) The divergence

By the shell theorem, electrons inside \(r\) act as if at the centre and a shell at \(r'>r\) gives a constant potential:
\[
\varphi(r)=\frac Zr-\frac1r\int_0^r4\pi r'^2\rho\,dr'-\int_r^\infty4\pi r'\rho\,dr' .
\]
Writing the first integral as \(N-\int_r^\infty4\pi r'^2\rho\,dr'\) gives
\[
\varphi=\frac{\Delta Z}{r}+\varphi_s,\qquad r\varphi_s(r)=\int_r^\infty4\pi r'\rho(r')\,(r'-r)\,dr' .
\]
The part \(\varphi_s\) is positive and decays as the density does. It is the potential of a neutral object, a point charge \(N\) with the ion's own electron cloud.

For a spherical function the angular integral is \(\int e^{-i\mathbf q\cdot\mathbf r}d\Omega=4\pi\sin(qr)/(qr)\), so
\[
f=\lim_{\mu\to0^+}\frac2q\int_0^\infty r\varphi(r)\,e^{-\mu r}\sin(qr)\,dr .
\]
The Coulomb tail has \(r\varphi=\Delta Z\) and contributes
\[
\frac{2\Delta Z}{q}\,\mathrm{Im}\int_0^\infty e^{-(\mu-iq)r}dr=\frac{2\Delta Z}{q}\,\mathrm{Im}\frac{\mu+iq}{\mu^2+q^2}=\frac{2\Delta Z}{q^2+\mu^2}\;\to\;\frac{2\Delta Z}{q^2}.
\]
The integral of \(\varphi_s\) converges absolutely, so \(\mu=0\) may be set at once. Exchanging the order of integration requires, by parts,
\[
\int_0^{r'}(r'-r)\sin(qr)\,dr=\frac{r'}{q}-\frac1q\int_0^{r'}\cos(qr)\,dr=\frac{r'}q\left[1-\frac{\sin qr'}{qr'}\right],
\]
and therefore
\[
f_0(q)=\frac{2}{q^2}\int_0^\infty4\pi r'^2\rho\left[1-\frac{\sin qr'}{qr'}\right]dr'=\frac{2\,[N-F(q)]}{q^2},
\]
because the same angular integral shows that the second term is \(F\). The sum of the two pieces is the Mott–Bethe formula,
\[
f(q)=\frac{2\Delta Z}{q^2}+f_0(q)=\frac{2\,[Z-F(q)]}{q^2}.
\]
With \(1-\sin x/x=x^2/6-x^4/120+\dots\) under the integral,
\[
f(q)=\frac{2\Delta Z}{q^2}+\frac{M_2}{3}-\frac{q^2M_4}{60}+O(q^4).
\]
The amplitude diverges as the net charge over \(q^2\), and for \(\Delta Z=0\) it is finite. The divergence is Rutherford scattering from the unscreened tail, \(|f|^2\to4\Delta Z^2/q^4\). It depends on the order of limits: if the surroundings screen the tail exponentially, to \(\Delta Z\,e^{-\mu r}/r\), the term levels off at \(2\Delta Z/\mu^2\) for \(q\ll\mu\). For the bare Coulomb tail the nonrelativistic Born amplitude has the exact modulus but not the exact phase. Neglecting that phase where the tail interferes with \(f_0\) requires \(|\Delta Z|/v\ll1\), with \(v\) the electron speed. This is necessary but not sufficient: \(f_0\) acquires its own phase beyond first Born, governed by \(N/v\), which for Cl⁻ at 100 keV (\(v\approx75\)) is \(0.24\) against \(|\Delta Z|/v=0.013\).

### (b) The Doyle–Turner separation

The separation is the identity \(Z-F=\Delta Z+(N-F)\): the term in \(\Delta Z\) is kept in closed form and only \(f_0\) is tabulated or fitted. A length in bohr is the length in Å divided by \(a_0\), so \(f/a_0=2\Delta Z/(qa_0)^2\), and with \(q=4\pi s\)
\[
f(s)=\frac{C\,\Delta Z}{s^2}+f_0(s),\qquad C=\frac{1}{8\pi^2a_0},\qquad f_0(s)=\frac{M_2}{3a_0}-\frac{16\pi^2M_4}{60\,a_0}s^2+\dots
\]
Inserting \(a_0=4\pi\varepsilon_0\hbar^2/me^2=\varepsilon_0h_P^2/\pi me^2\), with \(h_P\) Planck's constant, gives \(C=me^2/(8\pi\varepsilon_0h_P^2)\).

Hint 3 applied to the integral for \(f_0\) gives \(0<f_0(q)\le M_2/3\) for all \(q\). A sum \(\sum_ia_ie^{-b_is^2}\) with \(b_i>0\) never exceeds \(\sum_i|a_i|\) in magnitude, so it can follow \(f_0\) down to \(s=0\) and cannot follow \(f\). At large \(s\), \(F\to0\) and \(f_0\to CN/s^2\), a power law, so a Gaussian fit holds only on its fitted range.

For a cation both terms are positive. For an anion \(F\) starts at \(N>Z\) and tends to zero, so \(f\) is negative at small \(q\) and vanishes where \(F=Z\). At a zero \(2|\Delta Z|/q^2=f_0\le M_2/3\), hence \(q^2\ge6|\Delta Z|/M_2\): the two-term estimate of the zero is a lower bound.

### (c) The cell

The potentials superpose. With the convergence factor centred on each ion, displacing an ion to \(\mathbf r_j\) multiplies its transform by \(e^{-i\mathbf q\cdot\mathbf r_j}\). With \(c_j=w_j\Delta Z_j\) and \(x_j=\mathbf n\cdot\mathbf r_j\),
\[
F_c=\frac{2}{q^2}\sum_jc_j\,e^{-iqx_j}+\sum_jw_jf_{0j}(q)\,e^{-iqx_j}.
\]
The expansion \(e^{-iqx}=1-iqx-\tfrac12q^2x^2+\tfrac i6q^3x^3+\dots\) gives, with \(Q=\sum_jc_j\) and \(\mathbf p=\sum_jc_j\mathbf r_j\),
\[
F_c=\frac{2Q}{q^2}-\frac{2i\,\mathbf n\cdot\mathbf p}{q}+\sum_jw_jf_{0j}(0)-\sum_jc_jx_j^2+iq\sum_j\Big[\tfrac13c_jx_j^3-w_jf_{0j}(0)x_j\Big]+O(q^2).
\]
Neutrality, \(Q=0\), cancels the \(1/q^2\) term and nothing else. The statement that the divergence cancels in a neutral cell is true in full only when \(\mathbf n\cdot\mathbf p=0\) as well, since otherwise an imaginary \(1/q\) term remains. The Coulomb terms also leave a finite residue, which splits as
\[
-\sum_jc_jx_j^2=-\tfrac13\sum_jc_jr_j^2-\sum_{\alpha\beta}n_\alpha n_\beta\sum_jc_j\big(r_{j\alpha}r_{j\beta}-\tfrac13r_j^2\delta_{\alpha\beta}\big).
\]
For \(Q=0\) and \(\mathbf p=0\) the limit \(q\to0\) is finite in every direction, and it depends on direction unless the traceless quadrupole in the last sum vanishes. Moving the origin to \(\mathbf t\) replaces \(x_j\) by \(x_j-\mathbf n\cdot\mathbf t\) and, for \(Q=0\), adds \(2(\mathbf n\cdot\mathbf t)(\mathbf n\cdot\mathbf p)\) to the constant term. That term is therefore independent of origin only when \(\mathbf n\cdot\mathbf p=0\).

### (d) Numbers

For Cl⁻, \(Z=17\), \(N=18\), \(\Delta Z=-1\), and the calculation gives \(M_2=10.7625\) Å² and \(M_4=30.542\) Å⁴. With \(a_0=0.529177\) Å, \(C=0.023934\) Å⁻¹ and
\[
f_0(0)=\frac{10.7625}{3\times0.529177}=6.779\ \text{Å},\qquad -\frac{16\pi^2\times30.542}{60\times0.529177}=-151.9\ \text{Å}^3 .
\]
The digits serve the arithmetic and describe this mean-field density in this basis, not the correlated ion. At the Hartree–Fock basis limit \(M_2\) is lower by \(0.003\) Å², \(M_4\) by \(0.03\) Å⁴ and \(f_0(0)\) by \(0.002\) Å, so the last digit of the numbers below is not converged.

| \(s\) (Å⁻¹) | \(F\) | \(C\Delta Z/s^2\) (Å) | \(f_0\) (Å) | \(f\) (Å) |
|---|---|---|---|---|
| 0.01 | 17.972 | −239.337 | 6.764 | −232.572 |
| 0.05 | 17.329 | −9.573 | 6.421 | −3.153 |
| 0.10 | 15.681 | −2.393 | 5.549 | 3.156 |
| 0.20 | 11.977 | −0.598 | 3.604 | 3.005 |
| 1.00 | 4.007 | −0.024 | 0.335 | 0.311 |

At \(s=0.10\) Å⁻¹, \(f_0=0.023934\times(18-15.6814)/0.10^2=5.549\) Å and \(f=5.549-2.393=3.156\) Å. At \(s=0.01\) Å⁻¹ the series gives \(6.7794-151.9\times10^{-4}=6.764\) Å, as in the table. The amplitude vanishes at \(s=0.0619\) Å⁻¹, above the lower bound \(\sqrt{6/10.7625}/4\pi=0.0594\) Å⁻¹, as (b) requires. The zero belongs to the first Born amplitude. Two terms of \(6.2\) Å cancel there, so a relative phase of a few hundredths of a radian, which first Born neglects, leaves a modulus of a few tenths of an Å.

An unweighted least-squares fit of four Gaussians to this \(f_0\) on a uniform grid with \(s\le2\) Å⁻¹ gives \(a_i=0.397,\,1.165,\,3.277,\,1.931\) Å and \(b_i=0.371,\,3.047,\,13.47,\,50.11\) Å². Its value at \(s=0\) is \(6.770\) Å, and its largest error on the grid is \(0.011\) Å, about 0.2% of \(f_0(0)\). Relative to the local value the fit is much poorer at large \(s\): it is about 9% low at \(s=2\) Å⁻¹ and falls far below \(f_0\) beyond.

The point cation has \(N=0\), so \(f_+=2/q^2\), and the anion has \(f_-=-2/q^2+f_0\). Cells A and C repeated on the face-centred cubic lattice, and B on the simple cubic lattice of edge \(a\), give the same infinite crystal; in C each anion site receives one half from the cation on either side.

Cell A has \(\mathbf p=(-h,0,0)\):
\[
F_A=\frac2{q^2}\big(1-e^{-iqhn_x}\big)+f_0e^{-iqhn_x}=\frac{2ihn_x}{q}+h^2n_x^2+f_0(0)+O(q).
\]
With \(F_A\) in Å and \(q\) in Å⁻¹, \(q\,\mathrm{Im}F_A\to2hn_x/a_0\), which is \(9.449\) along [100], \(9.449/\sqrt3=5.455\) along [111] and zero along [010]. The cell is neutral, yet along [100] and [111] its amplitude diverges and its real constant term depends on the origin.

In cell B the charge at \(h(i,j,k)\), with \(i,j,k\in\{0,1\}\), is \((-1)^{i+j+k}\), so the Coulomb sum factorizes:
\[
\frac2{q^2}\prod_\alpha\big(1-e^{-iqhn_\alpha}\big)=\frac{2}{q^2}(iqh)^3n_xn_yn_z+\dots=-2ih^3q\,n_xn_yn_z+O(q^2).
\]
It vanishes at \(q=0\), and the four anions give \(4f_0(0)\), which is \(6.779\) Å per formula unit in every direction.

In cell C the two half anions combine into a cosine:
\[
F_C=\frac2{q^2}\big[1-\cos(qhn_x)\big]+f_0\cos(qhn_x)\;\to\;h^2n_x^2+f_0(0).
\]
In Å, \(h^2/a_0=2.5^2/0.529177=11.811\), so the limit is \(6.779+11.811=18.590\) Å along [100], \(6.779+11.811/3=10.716\) Å along [111] and \(6.779\) Å along [010]. One crystal thus has several values of \(F_c(q\to0)\), and the first variation identifies what distinguishes them.

The numerical check after this text compares these formulas with \(f\) obtained by quadrature of the screened real-space potential, with explicit cell sums (also at the Bragg vectors of the second variation), and, for the first variation, with slabs of charged sheets.

## Variation 1: the mean potential of a slab

A slab with normal \(\mathbf n\) is a stack of \(K\) layers of neutral cells of volume \(\Omega\), with layer spacing \(d\). Find the planar-averaged potential inside.

A layer holds \(d/\Omega\) cells per unit area. A sheet of charge density \(\sigma\) at \(x_0\) obeys \(\varphi''=-4\pi\sigma\,\delta(x-x_0)\), solved by \(-2\pi\sigma|x-x_0|\). The net charges of one layer give
\[
\varphi_1(x)=-\frac{2\pi d}{\Omega}\sum_jc_j|x-x_j| .
\]
To the right of all \(x_j\), \(\sum_jc_j(x-x_j)=-P\) with \(P=\mathbf n\cdot\mathbf p\), so \(\varphi_1=+2\pi dP/\Omega\), and to the left the sign is reversed. For \(\varphi(x)=\sum_{k=0}^{K-1}\varphi_1(x-kd)\) the difference over one period telescopes. For \(x\) away from both faces,
\[
\varphi(x+d)-\varphi(x)=\varphi_1(x+d)-\varphi_1\big(x-(K-1)d\big)=\frac{4\pi dP}{\Omega}.
\]
The mean slope is \(4\pi P/\Omega=-(2\pi/\Omega)\lim q\,\mathrm{Im}F_c\). The \(1/q\) term is thus a macroscopic field, and the potential drop grows in proportion to the thickness.

For \(P=0\), \(\varphi_1\) vanishes outside the span of its own charges, so the vacuum is at zero on both sides and the average over a period is \(d^{-1}\int\varphi_1dx\). With \(\int_{-L}^{L}|x-x_j|dx=L^2+x_j^2\) and \(Q=0\) this equals \(-(2\pi/\Omega)\sum_jc_jx_j^2\). Each ion adds \(\int\varphi_s\,d^3r=2\pi f_0(0)\), by the definition of \(f_0\) at \(q=0\). Together,
\[
\bar\varphi=\frac{2\pi}{\Omega}\Big[\sum_jw_jf_{0j}(0)-\sum_jc_jx_j^2\Big]=\frac{2\pi}{\Omega}F_c(q\to0,\mathbf n).
\]
For \(\Omega=a^3/4=31.25\) Å³ per formula unit and \(E_h=27.21139\) eV, the factor is \(2\pi E_ha_0^2/(e\Omega)=1.53208\) V per Å of amplitude. Cell B gives \(1.53208\times6.7794=10.39\) V along [100] and [111]. Cell C gives \(1.53208\times18.5902=28.48\) V along [100] and \(1.53208\times10.7163=16.42\) V along [111]. Cell A along [100] has the slope \(-1.53208\times9.4486=-14.48\) V/Å. This is the unscreened field of frozen ions with zero field outside the slab, about 1450 MV/cm, far above the breakdown field of an ionic insulator (of order 1 to 10 MV/cm). A real slab does not sustain it, and such a termination is compensated by surface charge or reconstruction.

The interiors of these slabs are identical and only the outermost planes differ. For C along [100] the inner planes are neutral, while each face ends in a sheet of half anions over a plane with a compensating positive excess, and this dipole layer raises the inside by \(1.53208\times11.8108=18.10\) V. In this frozen-ion model the limit of \(F_c\) is a property of the bulk together with its termination. Relaxation and charge redistribution at a real surface can change the dipole layer, although a rigid shift of an outer plane without net charge, as in B along [100], does not.

## Variation 2: Bragg reflections

Show that the choice of cell does not matter at a reciprocal lattice vector \(\mathbf G\neq0\) of the face-centred cubic lattice, and find \(F_c\) for 111 and 200.

Moving an ion by a lattice vector \(\mathbf R\) multiplies its phase by \(e^{-i\mathbf G\cdot\mathbf R}=1\). Cell C is cell A with half an anion moved by \((-a,0,0)\). The cations of B differ from the origin, and its anions from \((h,0,0)\), by vectors such as \((0,h,h)\) and \((-h,h,0)\), so \(F_B=4F_A\). For \(\mathbf G=(2\pi/a)(H,K,L)\) the anion phase is \(e^{-i\pi H}\), and per formula unit, with the origin on a cation,
\[
F_{111}=f_+-f_-=\frac{4}{G^2}-f_0,\qquad F_{200}=f_++f_-=f_0 .
\]
The separated Coulomb terms add in 111 and cancel in 200, so neutrality does not remove them from diffraction. Summing the ionic transforms over the crystal and dividing by its volume gives the Fourier coefficient of the potential, \(V_G=2\pi F_c(\mathbf G)/\Omega\).

For 111, \(s=\sqrt3/2a=0.17321\) Å⁻¹, \(f_+=0.7978\) Å and \(f_-=3.2847\) Å, so \(F_{111}=0.7978-3.2847=1.5956-4.0825=-2.487\) Å and \(V_{111}=1.53208\times(-2.4869)=-3.81\) V. Dropping the Coulomb terms would give \(-4.08\) Å. For 200, \(s=1/a=0.200\) Å⁻¹, \(F_{200}=0.5983+3.0054=3.604\) Å and \(V_{200}=1.53208\times3.6037=5.52\) V.

## Computed values

```
a0 = 0.529177 A; Hartree = 27.21139 eV; C = 0.023934 1/A
Cl-: Z = 17, N = 18, dZ = -1; E(RHF/aug-cc-pVTZ) = -12505.63 eV
r*phi at 21.17 A = -1.00000000 e; lim q^2 f (definition) = -1.999996 a.u.
M2 = 10.7625 A^2; M4 = 30.542 A^4
f0(0) = M2/(3 a0) = 6.7794 A
s^2 coefficient of f0 = -151.90 A^3
s(1/A)  F(e)   C dZ/s^2(A)  f0(A)   f(A)   f_definition(A)
0.01  17.9717  -239.3366  6.7642  -232.5724  -232.5724
0.02  17.8877   -59.8342  6.7192   -53.1150   -53.1150
0.05  17.3293    -9.5735  6.4209    -3.1526    -3.1526
0.10  15.6814    -2.3934  5.5493     3.1560     3.1560
0.20  11.9771    -0.5983  3.6037     3.0054     3.0054
0.50   7.2960    -0.0957  1.0247     0.9290     0.9290
1.00   4.0068    -0.0239  0.3349     0.3110     0.3110
zero of f: s = 0.06190 1/A; estimate q^2=6/M2: s = 0.05942 1/A
fit of f0, s <= 2 1/A: a(A)   = 0.397 1.165 3.277 1.931
fit of f0, s <= 2 1/A: b(A^2) = 0.371 3.047 13.466 50.114
fit: sum a = 6.770 A; max error = 0.0111 A
cluster with Q = +1: lim q^2 Re Fc = 2.000000 a.u.
model rock salt: a = 5.0 A, h = 2.50 A, V = 31.250 A^3 per formula unit
h^2/a0 = 11.8108 A; 2h/a0 = 9.4486; 2pi/V factor = 1.53208 V/A
cell dir  n.p(e A)  lim Re Fc(A per f.u.)  lim q Im Fc(per f.u.)
A 100  -2.5000   18.5902   9.4486
A 010   0.0000    6.7794   0.0000
A 111  -1.4434   10.7163   5.4552
B 100   0.0000    6.7794   0.0000
B 010   0.0000    6.7794   0.0000
B 111   0.0000    6.7794   0.0000
C 100   0.0000   18.5902   0.0000
C 010   0.0000    6.7794   0.0000
C 111   0.0000   10.7163   0.0000
short-range mean potential 2pi f0(0)/V = 10.387 V
slab C 100: point-charge part = 18.095 V, total = 28.482 V
slab C 010: point-charge part = 0.000 V, total = 10.387 V
slab C 111: point-charge part = 6.032 V, total = 16.418 V
slab B 100: point-charge part = 0.000 V, total = 10.387 V
slab B 111: point-charge part = 0.000 V, total = 10.387 V
slab A 100: slope of potential = -14.476 V/A
G=(1, 1, 1): s = 0.17321 1/A, f+ = 0.7978 A, f- = 3.2847 A, f0 = 4.0825 A
   Coulomb part = 1.5956 A, Fc = -2.4869 A per f.u., V_G = -3.810 V
G=(2, 0, 0): s = 0.20000 1/A, f+ = 0.5983 A, f- = 3.0054 A, f0 = 3.6037 A
   Coulomb part = 0.0000 A, Fc = 3.6037 A per f.u., V_G = 5.521 V
```
